# The Angle of Maximum Sputtering Yield in the Yamamura Formula: a program that tests the result

```python
# Result under test: the Yamamura angular factor
#     F(theta) = x**f * exp(-S*(x - 1)),  x = 1/cos(theta),
# has its only maximum at cos(theta) = S/f when f > S > 0, with height
# (f/S)**f * exp(S - f); for 0 < f <= S the maximum is at theta = 0.
# theta: angle of incidence from the surface normal (radians in the code)
# F: sputtering yield per ion relative to normal incidence
# G = F*cos(theta): removal per unit surface area in a broad parallel beam,
#     relative to normal incidence
# f, S: dimensionless constants of the model
import numpy as np
from scipy.optimize import minimize_scalar


def yield_factor(theta, f, S):
    x = 1.0 / np.cos(theta)
    return x**f * np.exp(-S * (x - 1.0))


def area_rate(theta, f, S):
    return yield_factor(theta, f, S) * np.cos(theta)


angle_grid = np.linspace(0.0, np.radians(89.9), 1800)


def search_peak(function, f, S):
    """Global grid search, then derivative-free refinement."""
    k = int(np.argmax(function(angle_grid, f, S)))
    assert 0 < k < len(angle_grid) - 1
    found = minimize_scalar(lambda t: -function(t, f, S),
                            bounds=(angle_grid[k - 1], angle_grid[k + 1]),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, -found.fun


f0, S0 = 2.0, 0.6

# Peak position and height against direct search. A flat maximum limits
# the searched angle to about the square root of machine precision.
for f, S in [(f0, S0), (1.5, 0.3), (2.5, 1.2), (1.8, 1.5)]:
    theta_found, height_found = search_peak(yield_factor, f, S)
    assert abs(theta_found - np.arccos(S / f)) < 1e-6
    height_formula = (f / S)**f * np.exp(S - f)
    assert abs(height_found / height_formula - 1.0) < 1e-10

# Slope formula dF/dtheta = F*tan(theta)*(f - S*x) by central differences
h = 1e-5
for degrees in (20.0, 50.0, 70.0, 80.0):
    t = np.radians(degrees)
    slope_numeric = (yield_factor(t + h, f0, S0)
                     - yield_factor(t - h, f0, S0)) / (2 * h)
    slope_formula = (yield_factor(t, f0, S0) * np.tan(t)
                     * (f0 - S0 / np.cos(t)))
    assert abs(slope_numeric - slope_formula) < 1e-6

# Normal incidence is a local minimum with curvature f - S
h = 1e-3
curvature_numeric = (yield_factor(h, f0, S0) - 2 * yield_factor(0.0, f0, S0)
                     + yield_factor(-h, f0, S0)) / h**2
assert abs(curvature_numeric - (f0 - S0)) < 1e-4

# One rise followed by one fall
values = yield_factor(angle_grid, f0, S0)
top = int(np.argmax(values))
assert np.all(np.diff(values[:top + 1]) > 0)
assert np.all(np.diff(values[top:]) <= 0)  # equality only by underflow

# For f <= S the largest value is at normal incidence
for f, S in [(0.5, 0.6), (0.6, 0.6), (1.0, 2.0)]:
    assert int(np.argmax(yield_factor(angle_grid, f, S))) == 0

# Flux on a tilted plate: count vertical rays that strike a unit plate
ray_count, beam_width = 4000, 1.2
ray_positions = (np.arange(ray_count) + 0.5) * beam_width / ray_count
for degrees in (0.0, 30.0, 53.0, 72.0):
    t = np.radians(degrees)
    # plate point s*(cos t, sin t) equals ray point (position, height)
    matrix = np.array([[np.cos(t), 0.0], [np.sin(t), -1.0]])
    right_side = np.vstack([ray_positions, np.zeros(ray_count)])
    s = np.linalg.solve(matrix, right_side)[0]
    struck_width = np.count_nonzero((s >= 0) & (s <= 1)) \
        * beam_width / ray_count
    assert abs(struck_width - np.cos(t)) < 2 * beam_width / ray_count

# Peak of the removal rate per unit surface area
for f, S in [(f0, S0), (2.5, 1.2)]:
    theta_found, _ = search_peak(area_rate, f, S)
    assert abs(theta_found - np.arccos(S / (f - 1.0))) < 1e-6

theta_peak, F_peak = search_peak(yield_factor, f0, S0)
theta_area, G_peak = search_peak(area_rate, f0, S0)
print(f"f = {f0:.1f} (dimensionless)")
print(f"S = {S0:.1f} (dimensionless)")
print(f"x at peak of F = {1 / np.cos(theta_peak):.4f} (dimensionless)")
print(f"cos(theta) at peak of F = {np.cos(theta_peak):.4f} (dimensionless)")
print(f"peak angle of F = {np.degrees(theta_peak):.2f} degrees")
print(f"peak height F = {F_peak:.4f} (dimensionless)")
print(f"curvature of F at theta = 0: {curvature_numeric:.3f} per rad^2")
print("F at chosen angles (dimensionless):")
for degrees in (0, 30, 45, 60, 70, 75, 80, 85, 89):
    print(f"  theta = {degrees:2d} degrees: F = "
          f"{yield_factor(np.radians(degrees), f0, S0):.4g}")
print(f"cos(theta) at peak of G = {np.cos(theta_area):.4f} (dimensionless)")
print(f"peak angle of G = {np.degrees(theta_area):.2f} degrees")
print(f"peak height G = {G_peak:.4f} (dimensionless)")
print(f"G at the peak angle of F = {area_rate(theta_peak, f0, S0):.4f} "
      "(dimensionless)")
print("success")
```

Printed output:

```
f = 2.0 (dimensionless)
S = 0.6 (dimensionless)
x at peak of F = 3.3333 (dimensionless)
cos(theta) at peak of F = 0.3000 (dimensionless)
peak angle of F = 72.54 degrees
peak height F = 2.7400 (dimensionless)
curvature of F at theta = 0: 1.400 per rad^2
F at chosen angles (dimensionless):
  theta =  0 degrees: F = 1
  theta = 30 degrees: F = 1.215
  theta = 45 degrees: F = 1.56
  theta = 60 degrees: F = 2.195
  theta = 70 degrees: F = 2.695
  theta = 75 degrees: F = 2.678
  theta = 80 degrees: F = 1.908
  theta = 85 degrees: F = 0.2456
  theta = 89 degrees: F = 7.017e-12
cos(theta) at peak of G = 0.6000 (dimensionless)
peak angle of G = 53.13 degrees
peak height G = 1.1172 (dimensionless)
G at the peak angle of F = 0.8220 (dimensionless)
success
```
